# Why a grating on a polar crystal emits thermally in narrow lobes

A shallow grating on a polar crystal emits, at a fixed frequency and in p polarization, into lobes at the in-plane wavevectors

$$k_0\sin\theta=\pm(K'-G),\qquad \Delta(k_0\sin\theta)=2\kappa,\qquad \kappa=\kappa_a+\kappa_r .\tag{1}$$

Here $k_0=\omega/c$, $G=2\pi/d$ for period $d$, and $K'$ is the wavevector of the surface phonon polariton. Its amplitude decays along the surface at the rate $\kappa_a$ by absorption and $\kappa_r$ by radiation, and $\Delta$ is the full width at half maximum. The same $\kappa$ sets the distance $1/\kappa$ over which the thermally excited polariton keeps its phase. The lobe is therefore narrow because the field is correlated over many periods.

The thermal currents themselves are uncorrelated: the coherence belongs to the mode they excite. The grating makes this coherence visible and also shortens it, since radiation is an additional loss. And (1) holds frequency by frequency; emission summed over a band is much less directional.

## Model and conventions

The crystal is isotropic, thick, at uniform temperature $T$, and has a local permittivity $\varepsilon=\varepsilon'+i\varepsilon''$. Above it is vacuum. The profile is $z=f(x)=h\cos Gx$ with $k_0h\ll1$ and $Gh\ll1$, and the grating is much longer than $1/\kappa$. We look in the plane perpendicular to the grooves. Fields vary as $e^{-i\omega t}$, and p polarization means that the magnetic field $H$ points along the grooves.

## Uncorrelated currents and the flat surface

At temperature $T$ the fluctuation–dissipation theorem gives currents with

$$\langle j_m(\mathbf r)j_n^*(\mathbf r')\rangle\propto\varepsilon''\,\Theta(\omega,T)\,\delta_{mn}\,\delta(\mathbf r-\mathbf r'),\qquad \Theta=\frac{\hbar\omega}{e^{\hbar\omega/k_BT}-1}.$$

Take one Fourier component $e^{ikx}$. Eliminating the electric field from Maxwell's equations inside the crystal gives

$$H''+k_2^2H=ikj_z-\partial_zj_x,\qquad k_2^2=\varepsilon k_0^2-k^2 .$$

The outgoing solution for a unit delta source is $e^{ik_2|z-z'|}/(2ik_2)$. A current sheet $(p_x,p_z)$ at depth $z'$ thus sends up a wave of amplitude $u=kp_z/(2k_2)-p_x/2$. Independent components of equal strength give $\langle|u|^2\rangle\propto(k^2+|k_2|^2)/(4|k_2|^2)$.

At the surface $H$ and $\varepsilon^{-1}\partial_zH$ are continuous, so the wave is transmitted with the factor $2k_2/D$, where $D=\varepsilon k_1+k_2$ and $k_1^2=k_0^2-k^2$. Integrating $e^{-2k_2''|z'|}$ over depth gives $1/(2k_2'')$. Hence

$$\langle|H|^2\rangle\propto\frac{\varepsilon''(k^2+|k_2|^2)}{2k_2''|D|^2}=\frac{\mathrm{Re}(\varepsilon^*k_2)}{|D|^2}.\tag{2}$$

The last equality follows from $k^2+|k_2|^2=\varepsilon k_0^2-2ik_2''k_2$: multiply by $\varepsilon^*$ and take the imaginary part.

The reflection coefficient from above is $r=(\varepsilon k_1-k_2)/D$. For real $k_1$, expanding the two squares gives $1-|r|^2=4k_1\mathrm{Re}(\varepsilon^*k_2)/|D|^2$. The emitted flux, proportional to $k_1\langle|H|^2\rangle$, is therefore proportional to $1-|r|^2$. The constant does not depend on the material, and a body with $r=0$ must emit as a blackbody, so the emissivity is $1-|r|^2$.

For a grating, reciprocity likewise equates the emissivity in a direction with the absorptivity for light arriving from that direction, which is one minus all reflected orders. A direct sum over the currents below the grooves tests this: they contribute 0.6164 to the emissivity at the lobe angle, and the absorption in the same region is 0.6164.

## Where the coherence comes from

The flat surface has a mode where $D=0$. Write $k_1=ia_1$ and $k_2=ia_2$, so that $a_2=-\varepsilon a_1$. Squaring gives $K^2-\varepsilon k_0^2=\varepsilon^2(K^2-k_0^2)$, hence

$$K^2=k_0^2\frac{\varepsilon}{\varepsilon+1},\qquad a_1^2=K^2-k_0^2=-\frac{k_0^2}{\varepsilon+1}.\tag{3}$$

For small loss and $\varepsilon'<-1$ the mode decays on both sides and $K'>k_0$. It cannot match any propagating wave, whose in-plane wavevector is at most $k_0$. This is why the flat crystal hides its polaritons from the far field. Differentiating (3), $dK^2/d\varepsilon=k_0^2/(1+\varepsilon)^2$, gives to first order in loss

$$\kappa_a=\mathrm{Im}\,K\simeq\frac{k_0^2\,\varepsilon''}{2K'(1+\varepsilon')^2}.\tag{4}$$

In the near field the mode is present. For evanescent waves $k_1=ia_1$, and the algebra used for $1-|r|^2$ gives $\mathrm{Im}\,r=2a_1\mathrm{Re}(\varepsilon^*k_2)/|D|^2$. Since $E_z\propto kH$, the correlation of $E_z$ between two points at height $z$ and distance $\rho$ is, apart from the propagating part,

$$W(\rho)\propto\int k\,dk\,J_0(k\rho)\,\frac{k^2}{a_1}e^{-2a_1z}\,\mathrm{Im}\,r .$$

The Bessel function comes from averaging over in-plane directions. Near the pole, the function whose imaginary part appears here is $C/(k-K)\simeq2KC/(k^2-K^2)$, with $C$ its residue. The outgoing Green function in two dimensions, $\tfrac i4H_0^{(1)}(K\rho)$, has the transform $1/(k^2-K^2)$. The pole therefore contributes

$$W_p(\rho)\propto\mathrm{Im}\left[i\pi KC\,H_0^{(1)}(K\rho)\right],\qquad |H_0^{(1)}(K\rho)|\simeq\sqrt{\frac{2}{\pi|K|\rho}}\;e^{-\kappa_a\rho}.\tag{5}$$

The square root is geometric spreading; the exponential is the loss of correlation.

A one-dimensional picture shows how white noise becomes a correlated field. Let $a(x)$ be the amplitude of the polariton moving to the right, normalized so that $|a|^2$ is its power. Noise $\xi$ with $\langle\xi(x)\xi^*(x')\rangle=F\delta(x-x')$ drives it:

$$\frac{da}{dx}=(iK'-\kappa)a+\xi,\qquad a(x)=\int_{-\infty}^{x}e^{(iK'-\kappa)(x-x')}\xi(x')\,dx'.$$

For $X>0$, the points $x$ and $x+X$ share all sources to the left of $x$, so that

$$\langle a(x+X)a^*(x)\rangle=Fe^{(iK'-\kappa)X}\int_0^\infty e^{-2\kappa y}dy=\frac{F}{2\kappa}\,e^{iK'X-\kappa X}.\tag{6}$$

Two distant points are correlated because the same random events feed both.

## How strongly the grating radiates

The profile changes wavevectors by multiples of $G$. If $\alpha=K-G$ lies between $-k_0$ and $k_0$, the polariton can radiate. To find $\kappa_r$ to leading order in $h$, neglect loss and take real $\varepsilon<-1$.

The polariton is $Ae^{iKx-a_1z}$ above and $Ae^{iKx+a_2z}$ below. The grating adds $Be^{i\alpha x+i\beta z}$ above and $Te^{i\alpha x+sz}$ below, where $\beta=\sqrt{k_0^2-\alpha^2}$ and $s=\sqrt{\alpha^2-\varepsilon k_0^2}$. In $f$ the term that lowers the wavevector by $G$ is $(h/2)e^{-iGx}$. Continuity of $H$ at $z=f$, collected at $e^{i\alpha x}$ and first order in $h$, reads $B-\tfrac h2a_1A=T+\tfrac h2a_2A$. With $a_2=-\varepsilon a_1$,

$$B-T=\tfrac h2A\,a_1(1-\varepsilon).\tag{7}$$

The other continuous quantity is $\varepsilon^{-1}(\partial_zH-f'\partial_xH)$. The relevant part of $f'$ is $-iG(h/2)e^{-iGx}$, so $-f'\partial_xH$ contributes $-\tfrac h2GKA$ above and below. Expanding $\partial_zH$ at $z=f$ adds $\tfrac h2a_1^2A$ above and $\tfrac h2a_2^2A$ below. Since $a_1^2-GK=K\alpha-k_0^2$ and $a_2^2-GK=K\alpha-\varepsilon k_0^2$, continuity gives

$$\tfrac h2A(K\alpha-k_0^2)+i\beta B=\frac1\varepsilon\left[\tfrac h2A(K\alpha-\varepsilon k_0^2)+sT\right].$$

The $k_0^2$ terms cancel. Multiplying by $\varepsilon$ leaves $i\varepsilon\beta B-sT=\tfrac h2AK\alpha(1-\varepsilon)$. Inserting $T$ from (7),

$$B=\frac h2A\,\frac{(1-\varepsilon)(sa_1-K\alpha)}{s-i\varepsilon\beta}.\tag{8}$$

The radiated flux per unit length is $\beta|B|^2/(2\omega\epsilon_0)$, with $\epsilon_0$ the vacuum permittivity. The polariton carries the power

$$P=\frac{K|A|^2}{2\omega\epsilon_0}\left[\frac1{2a_1}+\frac1{2\varepsilon a_2}\right]=\frac{K|A|^2}{4\omega\epsilon_0a_1}\left(1-\frac1{\varepsilon^2}\right).$$

The second term is negative: energy flows backward inside the crystal, but less than flows forward in vacuum. Power decays at twice the amplitude rate, so $2\kappa_rP$ equals the radiated flux, and

$$\kappa_r=\frac{h^2\beta a_1\varepsilon^2(1-\varepsilon)^2(sa_1-K\alpha)^2}{4K(\varepsilon^2-1)(\varepsilon^2\beta^2+s^2)}.\tag{9}$$

For $\alpha<0$ the wave leaves against the polariton's motion, and the two terms in $sa_1-K\alpha$ add. For forward emission they oppose each other, and the coupling at equal $|\alpha|$ is weaker. Solving for a lossless grating with $h=0.03$ µm without expanding in $h$ gives a decay rate 1.00006 times that of (9).

## From decay rates to the lobe

Let $b_+$ and $b_-$ be the incoming and outgoing wave amplitudes, normalized to flux per unit length. At in-plane wavevector $\alpha$, with the phases $e^{\pm iGx}$ absorbed into the amplitudes,

$$\frac{da}{dx}=(iK'-\kappa)a+gb_++\xi,\qquad b_-=r_bb_++g'a,$$

where $r_b$ is the reflection away from resonance. Without absorption and noise, $d|a|^2/dx=|b_+|^2-|b_-|^2$ must hold for every $a$ and $b_+$. Comparing the terms in $|b_+|^2$, in $|a|^2$ and in their product gives

$$|r_b|=1,\qquad |g'|^2=2\kappa_r,\qquad g=-r_bg'^*.\tag{10}$$

For weak loss we keep these couplings.

The noise strength follows from equilibrium. On a flat surface (6) gives $\langle|a|^2\rangle=F/(2\kappa_a)\equiv N$, so $F=2\kappa_aN$. On the grating, blackbody radiation of spectral density $N_b$ also drives the mode, with strength $|g|^2N_b=2\kappa_rN_b$. Equilibrium must keep the same $N$:

$$\frac{2\kappa_aN+2\kappa_rN_b}{2(\kappa_a+\kappa_r)}=N\quad\Longrightarrow\quad N_b=N .$$

Now remove the incoming radiation, as for a hot crystal in cold surroundings. With $\delta=\alpha+G-K'$, a Fourier component of the noise gives $a=\xi/(\kappa+i\delta)$. The emitted density is $|g'|^2F/(\kappa^2+\delta^2)$; divided by the blackbody value $N$ it is the emissivity of the mode,

$$e_p(\delta)=\frac{4\kappa_a\kappa_r}{\kappa^2+\delta^2}.\tag{11}$$

This is the lobe, obtained from emission alone. It is half its peak at $\delta=\pm\kappa$, which gives the width in (1). The polariton moving to the left gives the mirror lobe.

Absorption leads to the same shape and also includes the direct emission. With $\xi=0$, $a=gb_+/(\kappa+i\delta)$ and $gg'=-2\kappa_rr_b$, so

$$\frac{b_-}{b_+}=r_b\left[1-\frac{2\kappa_r}{\kappa+i\delta}\right]=r_b\,\frac{\kappa_a-\kappa_r+i\delta}{\kappa_a+\kappa_r+i\delta}.$$

Taking $|r_b|^2=1-e_{\rm flat}$ from the weakly absorbing flat surface, and assuming that the specular beam is the one propagating reflected order,

$$e(\delta)=e_{\rm flat}+(1-e_{\rm flat})\frac{4\kappa_a\kappa_r}{\kappa^2+\delta^2}.\tag{12}$$

The peak reaches one when $\kappa_a=\kappa_r$. For very shallow grooves, $\kappa_r\ll\kappa_a$, the width tends to its smallest value $2\kappa_a$, but the peak of (11) fades as $4\kappa_r/\kappa_a$ and the flat surface is recovered. For $\kappa_r\gg\kappa_a$, still within the shallow-groove theory, the lobe broadens and its peak falls as $4\kappa_a/\kappa_r$. Strongest emission and longest coherence are thus different aims.

## The grooves as a correlated antenna array

By (6), the polariton fields at grooves $m$ periods apart have correlation $e^{-\kappa|m|d}$ and phase $K'md$. Towards $\alpha$ the remaining phase is $m\delta d$, because $Gd=2\pi$. With $q=e^{-\kappa d+i\delta d}$, the intensity is proportional to

$$\sum_{m=-\infty}^{\infty}e^{-\kappa|m|d}\cos(m\delta d)=\mathrm{Re}\,\frac{1+q}{1-q}=\frac{\sinh\kappa d}{\cosh\kappa d-\cos\delta d}.\tag{13}$$

For $\kappa d,|\delta|d\ll1$ this becomes $2\kappa/[d(\kappa^2+\delta^2)]$, the shape of (11). If different grooves were uncorrelated, only $m=0$ would survive, and the sum would be one in every direction. Periodicity sets where a lobe can be; correlation between periods makes it narrow.

Conversely, the Fourier transform of the Lorentzian (11) is proportional to $e^{-\kappa|X|}$, so an angular measurement at fixed frequency reads the coherence length of the emitted field.

## A worked case

Take a model crystal with one phonon resonance,

$$\varepsilon(\nu)=\varepsilon_\infty\frac{\nu_{LO}^2-\nu^2-i\gamma\nu}{\nu_{TO}^2-\nu^2-i\gamma\nu},$$

and the round values $\varepsilon_\infty=6$, $\nu_{TO}=800$, $\nu_{LO}=1000$ and $\gamma=5$ cm⁻¹. Let $\nu=900$ cm⁻¹, $d=6.2$ µm and $h=0.17$ µm. Then $\varepsilon=-6.697+0.336i$, $G/k_0=1.792$ and $k_0h=0.096$.

From (3), $K/k_0=1.0839+0.00476i$. The estimate (4) gives $0.336/(2\times1.084\times5.697^2)=0.0048$ for the imaginary part. Numerical integration of the near-field correlation at height 1 µm also yields a decay rate of $0.00476\,k_0$: the flat surface has a coherence length of 371 µm, yet its emissivity at this frequency is at most 0.054.

With the grating, $(K'-G)/k_0=1.084-1.792=-0.708$, so the lobes lie at $\pm45.1^\circ$. In units of $k_0$, the quantities in (9) are $\beta=0.706$, $a_1=0.419$ and $s=2.68$, and the result is $\kappa_r=0.00462\,k_0$. This nearly equals $\kappa_a$. The sum, $0.00938\,k_0$, predicts a width

$$\Delta\theta\simeq\frac{2\kappa}{k_0\cos\theta}=\frac{2\times0.00938}{0.706}=0.0266\ \mathrm{rad}=1.52^\circ .$$

The comparison is a calculation that expands the fields in diffracted orders and matches them on the full sinusoidal profile. It relies on the Rayleigh expansion, which suits such shallow grooves; its absorptivity agrees with a volume integral of the dissipation to six decimals. It gives a lobe at $45.1^\circ$ with a full width of $1.52^\circ$ and a peak emissivity of 1.00, against 0.045 for the flat surface at the same angle. The width is measured on the emissivity minus that of the flat surface, which isolates the part described by (11); the widths, the Fourier transform and the lobe shape discussed below use the same difference. At 500 K, if the permittivity is taken as unchanged by heating, the peak p-polarized radiance is 0.352 W m⁻² sr⁻¹ per cm⁻¹, compared with 0.016 for the flat crystal.

The Fourier transform of the computed lobe decays at $0.00942\,k_0$, within half a percent of the complex pole's $0.00938\,k_0$. The coherence length is now 188 µm, or 30 periods. Near-critical coupling has halved the flat-surface value, as two equal losses must. The groove sum (13), normalized to its peak, follows the computed lobe to within 0.03 over $|\delta|<3\kappa$.

Changing the groove amplitude tests (12). At $h=0.08$ µm the formula gives a peak of 0.601 and the calculation 0.601; at 0.25 µm they give 0.880 and 0.879. The maximum lies between, where the two losses balance.

## What removes or broadens the lobe

If the polariton is the cause, removing it must remove the lobe while the grooves stay. In s polarization, where this nonmagnetic surface has no such mode, the grating changes the emissivity by at most 0.0002. For a dielectric with $\varepsilon=+6.697+0.336i$, which has the same $\varepsilon''$ but no bound surface polariton with $K'>k_0$, the change is at most 0.010, reached at the end of the scan. Both scans extend to $\sin\theta=0.95$. The grating on the polar crystal changes the emissivity by about 0.95.

If coherence sets the width, shortening it must broaden the lobe at unchanged period. Raising the phonon damping fourfold, to 20 cm⁻¹, widens the lobe 2.50 times, and $\kappa$ from the complex pole grows 2.49 times. The factor is not four because $\kappa_r$ hardly changes: $(4\times0.00476+0.00462)/0.00938=2.52$.

## Where the statement stops holding

The lobe moves with frequency, since both $G/k_0$ and $K'/k_0$ change. It lies near $54^\circ$ at 870 cm⁻¹ and near $34^\circ$ at 930 cm⁻¹. Averaged evenly over this band, the emissivity peaks at about 0.16. Each frequency keeps a lobe only a few degrees wide, but the lobes spread over some $20^\circ$, about a third of a degree per cm⁻¹. To act as a directional source, this grating therefore needs a spectral filter or a narrowband detector, with a bandwidth of no more than a few cm⁻¹.

The emission is also narrow in one angular direction rather than two. Outside the plane considered here, the matching condition is $|\mathbf k_\parallel\pm G\hat{\mathbf x}|=K'$. These are arcs of circles in the plane of wavevectors, and the emission is narrow across an arc, not along it.

Near $\varepsilon'=-1$, (4) grows rapidly: the polariton is strongly confined and damped, and the small-loss theory fails. Deep grooves invalidate the first-order result (9) and can couple the mode to further orders. A grating only a few times $1/\kappa$ long already cuts off the sum (13) enough to broaden the lobe; if it is shorter than $1/\kappa$, its length mainly sets the angular width. Finally, (12) needs a single reflected order. In this example a second one opens at $\sin\theta=G/k_0-1=0.792$, safely beyond the lobe; past that angle the absorptivity must be found by subtracting both reflected beams.

## Table of computed values

```
eps_inf 6.0; TO 800, LO 1000, damping 5 cm^-1
emission wavenumber 900 cm^-1, wavelength 11.111 um
period 6.20 um, groove amplitude 0.17 um
k0 = 0.5655 um^-1, G/k0 = 1.7921, k0 h = 0.0961
permittivity = -6.697 + 0.336 i
flat polariton K/k0 = 1.0839 + 0.00476 i
kappa_a/k0 from near-field quadrature = 0.00476
near-field correlation height = 1.0 um
flat coherence length 1/kappa_a = 371.5 um
kappa_r/k0 from formula = 0.00462
lossless test, h = 0.03 um: pole/formula = 1.00006
grating pole alpha/k0 = -0.7084 + 0.00938 i
grating zero alpha/k0 = -0.7081 + (0.00013) i
(kappa_a + kappa_r)/k0 = 0.00938
kappa/k0 from Fourier transform of lobe = 0.00942
grating coherence length 1/kappa = 188.5 um
periods in one coherence length = 30.4
lobe angle: law 45.09 deg, computed 45.06 deg
lobe full width in sin(theta): 0.01880; 2 kappa/k0 = 0.01877
lobe full width in angle = 1.52 deg
peak emissivity: grating 0.9989
flat emissivity: at lobe angle 0.0450, largest 0.0542
at law angle: 1-reflection 0.999766, volume integral 0.999766
flat emissivity from current sum = 0.044983
below grooves: emission 0.616421, absorption 0.616421
groove-sum lobe shape, largest deviation = 0.0291
h 0.08 um: kappa_r/k0 0.00102, peak formula 0.601, computed 0.601
h 0.17 um: kappa_r/k0 0.00462, peak formula 1.000, computed 1.000
h 0.25 um: kappa_r/k0 0.01000, peak formula 0.880, computed 0.879
s polarization: largest change by grating = 0.00020
dielectric, eps' = +6.697: largest change = 0.01001
damping 20 cm^-1: full width in sin(theta) = 0.04698
damping x4: width ratio 2.499, pole ratio 2.488
lobe angle at 870 cm^-1 = 54.1 deg
lobe angle at 930 cm^-1 = 34.0 deg
band-averaged emissivity, largest = 0.161
temperature = 500 K
p blackbody radiance = 0.35218 W m^-2 sr^-1 per cm^-1
p lobe-peak radiance = 0.35179 W m^-2 sr^-1 per cm^-1
p flat radiance, same angle = 0.01584 W m^-2 sr^-1 per cm^-1
```
